\section*{Density-independent Thomas–Fermi screening in an ideal two-dimensional inversion layer, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: a uniform electrochemical potential}

\subsection{The decision and the model}

A calculation of the low-temperature mobility of a MOS inversion layer needs the potential of charged defects as the mobile electrons have screened it. The gate voltage changes the electron density $n$ from one point of the mobility curve to the next. One must therefore decide whether the screening wavevector has to be recomputed at every gate voltage or can be entered once. For the ideal layer defined below, at zero temperature, it can be entered once: $n$ drops out. The same decision is wrong at room temperature, and exchange between the electrons can overturn it even at zero temperature, so the conditions matter as much as the formula.

The oxide fills $z<0$ and has relative permittivity $\varepsilon_{\rm ox}$. The semiconductor fills $z>0$ and has relative permittivity $\varepsilon_s$. The electrons form a sheet of zero thickness at $z=0$. They occupy one subband, with an isotropic parabolic mass $m$ in the plane, spin degeneracy $g_s$ and valley degeneracy $g_v$; I write $g=g_sg_v$. Each electron feels the others through their mean electrostatic potential, which is the Hartree approximation. The gate is far away, and the depletion charge in the semiconductor doesn't respond to the disturbance.

The disturbance is static. Its potential energy for an electron at the sheet is $U_{\rm ext}(\mathbf r)$, where $\mathbf r$ lies in the plane. The electrons rearrange and add $U_{\rm ind}(\mathbf r)$, so that the total is
\begin{equation}
U=U_{\rm ext}+U_{\rm ind}.
\end{equation}
Formulas are in SI form. Because $U$ is an energy of an electron and not an electric potential, a positive $U$ repels electrons. The result to be derived is
\begin{equation}
U(q)=\frac{q}{q+q_{\rm TF}}\,U_{\rm ext}(q),\qquad
q_{\rm TF}=\frac{g_sg_v\,m e^2}{4\pi\bar\varepsilon\varepsilon_0\hbar^2},\qquad
\bar\varepsilon=\frac{\varepsilon_s+\varepsilon_{\rm ox}}{2},
\label{eq:target}
\end{equation}
for a component of the disturbance with wavevector of magnitude $q$.

\subsection{Counting the states}

Put the electrons in a square of side $L$ with periodic boundary conditions. The allowed wavevectors have components that are integer multiples of $2\pi/L$, so each occupies an area $(2\pi/L)^2$ of the wavevector plane. At zero temperature the occupied ones fill a disk of radius $k_F$. With $g$ electrons per wavevector,
\begin{equation}
n=\frac{g}{L^2}\,\frac{\pi k_F^2}{(2\pi/L)^2}=\frac{g k_F^2}{4\pi}.
\label{eq:nk}
\end{equation}
The Fermi energy, measured from the bottom of the subband, is $E_F=\hbar^2k_F^2/2m$. Replacing $k_F^2$ in Eq.~(\ref{eq:nk}) by $2mE_F/\hbar^2$ gives
\begin{equation}
n=D E_F,\qquad D=\frac{g m}{2\pi\hbar^2}.
\label{eq:D}
\end{equation}
The density of states per area, $dn/dE_F=D$, doesn't depend on $n$. The reason is visible in the two ingredients: the area of the disk and the energy at its edge both grow as $k_F^2$, so their ratio is fixed. In three dimensions the volume of the Fermi sphere grows as $k_F^3$ while the energy still grows as $k_F^2$. There $dn/dE_F$ is proportional to $k_F$, and the density would remain in the result.

\subsection{Local equilibrium}

Now let $U(\mathbf r)$ vary so slowly that the layer near each point can be treated as a uniform electron gas whose subband bottom is raised by $U(\mathbf r)$. This is the Thomas--Fermi assumption. In equilibrium no electron can lower its energy by moving along the layer, so the highest occupied level lies at the same total energy $\mu$ everywhere. The local kinetic energy at the Fermi level is then $\mu-U(\mathbf r)$, and Eq.~(\ref{eq:D}) gives
\begin{equation}
n(\mathbf r)=D\,[\mu-U(\mathbf r)]\qquad\text{where } U(\mathbf r)<\mu,
\label{eq:local}
\end{equation}
and $n(\mathbf r)=0$ elsewhere. Take a disturbance whose average over the plane is zero, and let it move electrons about without changing their number. If no region is emptied, averaging Eq.~(\ref{eq:local}) over the plane gives $n=D\mu$, so $\mu=E_F$, the undisturbed value. Subtracting $n=DE_F$ leaves
\begin{equation}
\delta n(\mathbf r)=n(\mathbf r)-n=-D\,U(\mathbf r).
\label{eq:dn}
\end{equation}
The minus sign says that electrons leave the places where their energy is raised. No expansion in $U$ was made. Within the Thomas--Fermi model the response is linear up to the point where $U$ reaches $E_F$ somewhere, because $D$ is constant.

\subsection{The field of the rearranged electrons}

A density change $\delta n$ carries the charge $-e\,\delta n$ per area. The electric potential $\phi$ obeys $\nabla\!\cdot(\varepsilon\varepsilon_0\nabla\phi)=-\rho$, with $\rho=-e\,\delta n\,\delta(z)$. An electron has the energy $U_{\rm ind}=-e\phi$. Multiplying Poisson's equation by $-e$ gives
\begin{equation}
\nabla\!\cdot(\varepsilon\varepsilon_0\nabla U_{\rm ind})=e\rho=-e^2\,\delta n\,\delta(z).
\end{equation}
For a single Fourier component, proportional to $e^{i\mathbf q\cdot\mathbf r}$, the two derivatives in the plane produce $-q^2$. After division by $-\varepsilon_0$,
\begin{equation}
-\frac{d}{dz}\!\left(\varepsilon\frac{dU_{\rm ind}}{dz}\right)+\varepsilon q^2U_{\rm ind}=\frac{e^2}{\varepsilon_0}\,\delta n\,\delta(z).
\label{eq:poisson}
\end{equation}
Away from the sheet the permittivity is uniform, and the equation reduces to $U_{\rm ind}''=q^2U_{\rm ind}$. The solution that vanishes far away on both sides and is continuous at the sheet is $U_{\rm ind}=A e^{-q|z|}$. Integrating Eq.~(\ref{eq:poisson}) across $z=0$ removes the term with $q^2$, which is finite over a vanishing interval, and gives
\begin{equation}
-\varepsilon_sU_{\rm ind}'(0^+)+\varepsilon_{\rm ox}U_{\rm ind}'(0^-)=\frac{e^2\delta n}{\varepsilon_0}.
\end{equation}
The slopes are $U_{\rm ind}'(0^+)=-qA$ and $U_{\rm ind}'(0^-)=+qA$. The left side is therefore $q(\varepsilon_s+\varepsilon_{\rm ox})A=2\bar\varepsilon qA$, and at the sheet
\begin{equation}
U_{\rm ind}(q)=V(q)\,\delta n(q),\qquad V(q)=\frac{e^2}{2\bar\varepsilon\varepsilon_0q}.
\label{eq:V}
\end{equation}
The mean permittivity enters because the sheet has oxide on one side and semiconductor on the other, and the potential falls off equally fast on both sides: the two permittivities add in the jump condition with equal weight.

\subsection{Closing the loop}

The electrons respond to the total potential, which includes their own contribution. Insert Eq.~(\ref{eq:dn}) into Eq.~(\ref{eq:V}), and the result into $U=U_{\rm ext}+U_{\rm ind}$:
\begin{equation}
U=U_{\rm ext}-V(q)D\,U=U_{\rm ext}-\frac{e^2D}{2\bar\varepsilon\varepsilon_0}\,\frac{U}{q}.
\end{equation}
The coefficient of $U/q$ has the dimension of a wavevector. Call it $q_{\rm TF}$. Collecting the terms with $U$ gives $U(1+q_{\rm TF}/q)=U_{\rm ext}$, which is the first part of Eq.~(\ref{eq:target}). With $D$ from Eq.~(\ref{eq:D}),
\begin{equation}
q_{\rm TF}=\frac{e^2}{2\bar\varepsilon\varepsilon_0}\,\frac{g m}{2\pi\hbar^2}
=\frac{g m e^2}{4\pi\bar\varepsilon\varepsilon_0\hbar^2}=\frac{g}{a^*},
\qquad a^*=\frac{4\pi\bar\varepsilon\varepsilon_0\hbar^2}{m e^2}.
\label{eq:qtf}
\end{equation}
Here $a^*$ is the Bohr radius for mass $m$ and permittivity $\bar\varepsilon$. No $n$ is left. At fixed $m$, $\bar\varepsilon$ and $g$, a change of density at zero temperature doesn't change $q_{\rm TF}$, provided that $n>0$.

The depth of the defect charge affects $U_{\rm ext}$ at the sheet but not the ratio $U/U_{\rm ext}$, since $U_{\rm ext}$ entered without any assumption about its source. For $q\ll q_{\rm TF}$ the ratio tends to $q/q_{\rm TF}$, and smooth disturbances are nearly removed. The ratio would be one half at $q=q_{\rm TF}$, if the Thomas--Fermi response still held there.

\subsection{Numbers for a silicon layer}

Take rough typical inputs for a silicon (100) layer: $m=0.19\,m_0$, where $m_0$ is the free-electron mass, $g_s=g_v=2$, $\varepsilon_s=11.7$ and $\varepsilon_{\rm ox}=3.9$. Then $\bar\varepsilon=(11.7+3.9)/2=7.80$. The effective Bohr radius is $a^*=2.172$~nm, and
\begin{equation}
q_{\rm TF}=\frac{4}{2.172~\text{nm}}=1.84~\text{nm}^{-1},
\end{equation}
or $0.0974$ inverse Bohr radii in atomic units. The density of states is $D=1.587\times10^{11}$~cm$^{-2}$\,meV$^{-1}$. At $n=3\times10^{12}$~cm$^{-2}$ this gives $E_F=n/D=18.9$~meV.

The constancy of $D$ was tested by counting the plane waves of a large periodic square at $n=1$, 3 and $5\times10^{12}$~cm$^{-2}$. The count gave $1.5874\times10^{11}$~cm$^{-2}$\,meV$^{-1}$ at all three. Each counted value was then placed in a numerical solution of Eq.~(\ref{eq:poisson}) on a grid of spacing $h=0.1$~nm. The screening wavevector read off at $q=0.5$~nm$^{-1}$ was $1.8407$~nm$^{-1}$ at all three densities, against $1.8413$~nm$^{-1}$ from Eq.~(\ref{eq:qtf}).

The difference, 0.03\% of the formula's value, comes from the grid. On the grid the potential falls by a factor $e^{-\kappa h}$ per step, with $2\cosh\kappa h=2+q^2h^2$. The equation at the sheet then contains $2\sinh\kappa h=2qh\sqrt{1+q^2h^2/4}$ in place of $2qh$. This lowers $V(q)$ by the fraction $q^2h^2/8=3\times10^{-4}$.

\subsection{Where this derivation stops}

The first limit is depletion. Consider $U_{\rm ext}=A\cos(qx)$ with $q=0.2$~nm$^{-1}$. The linear law gives $U/U_{\rm ext}=0.2/(0.2+1.841)=0.098$. With $A=40$~meV the total amplitude is 3.9~meV, below the Fermi energy of 6.3~meV at $n=10^{12}$~cm$^{-2}$. A self-consistent solution of Eqs.~(\ref{eq:local}) and (\ref{eq:V}), which allows for emptied regions, was tested at the three densities above. It reproduced the ratio 0.098 each time, with no region emptied. This tests the linearity of the Thomas--Fermi model, not its assumption of slow variation.

With $A=200$~meV at $n=10^{12}$~cm$^{-2}$ the linear law would require an amplitude of 19.6~meV, hence a density swing of $D\times19.6~\text{meV}=3.1\times10^{12}$~cm$^{-2}$. The layer can't lose more than the $10^{12}$~cm$^{-2}$ it has. Part of it is emptied, and in the Thomas--Fermi model the peak-to-peak range of $U$ becomes 0.51 of that of $U_{\rm ext}$. The density is absent from $q_{\rm TF}$, but it sets how strong a disturbance the formula can treat.

The second limit is temperature $T$. With $k_B$ Boltzmann's constant, the Fermi function gives
\begin{equation}
n=D\int_0^\infty\frac{dE}{e^{(E-\mu)/k_BT}+1}=Dk_BT\ln\!\left(1+e^{\mu/k_BT}\right),
\label{eq:nT}
\end{equation}
because $-k_BT\ln(1+e^{-(E-\mu)/k_BT})$ has the integrand as its derivative. Differentiating with respect to $\mu$, and then using $1+e^{\mu/k_BT}=e^{n/Dk_BT}$ from Eq.~(\ref{eq:nT}),
\begin{equation}
\frac{dn}{d\mu}=D\,\frac{e^{\mu/k_BT}}{1+e^{\mu/k_BT}}
=D\left[1-\frac{1}{1+e^{\mu/k_BT}}\right]=D\left[1-e^{-n/Dk_BT}\right].
\label{eq:thermal}
\end{equation}
For a small, slow disturbance this replaces $D$ in $q_{\rm TF}$. When $n\ll Dk_BT$ the bracket tends to $n/Dk_BT$, and the screening wavevector becomes proportional to $n$.

At $n=3\times10^{12}$~cm$^{-2}$ the bracket is 1.000 at 4.2~K, 0.942 at 77~K and 0.519 at 300~K. At 300~K it is 0.216, 0.519 and 0.704 for $n=1$, 3 and $5\times10^{12}$~cm$^{-2}$. The one-subband wavevector is then 0.40, 0.95 and 1.30~nm$^{-1}$, and must be recomputed at each gate voltage.

The third limit is a nearby gate, a metal plane at distance $d$ that holds $U_{\rm ind}=0$ at $z=-d$. In the oxide the solution becomes $A\sinh[q(z+d)]/\sinh(qd)$, whose slope at the sheet is $qA\coth(qd)$. The sum $\varepsilon_s+\varepsilon_{\rm ox}$ in $V(q)$ is replaced by $\varepsilon_s+\varepsilon_{\rm ox}\coth(qd)$. For $d=10$~nm this multiplies $V$ by 0.999 at $q=0.307$~nm$^{-1}$ and by 0.63 at a tenth of that wavevector. The gate takes over part of the screening of smooth disturbances, and the factor contains no $n$.

\section{Second derivation: perturbed electron waves, and the comparison}

\subsection{What is carried over}

The layer is a sheet of density $n$ between media of mean relative permittivity $\bar\varepsilon$. Its electrons have mass $m$, total degeneracy $g=g_sg_v$, Fermi wavevector $k_F$ with $n=gk_F^2/4\pi$, Fermi energy $E_F=n/D$ and density of states $D=gm/2\pi\hbar^2$. The total potential energy is $U=U_{\rm ext}+U_{\rm ind}$, and electrostatics gives $U_{\rm ind}=V(q)\,\delta n$ with $V(q)=e^2/(2\bar\varepsilon\varepsilon_0q)$. The first derivation gave $U=U_{\rm ext}\,q/(q+q_{\rm TF})$ with $q_{\rm TF}=g/a^*$ and $a^*=4\pi\bar\varepsilon\varepsilon_0\hbar^2/me^2$. For the silicon example, $a^*=2.172$~nm and $q_{\rm TF}=1.84$~nm$^{-1}$.

That derivation assumed that $U$ varies slowly, without saying how slowly. The second one drops this assumption. It treats the electrons as waves in a weak potential of any wavelength, at zero temperature.

\subsection{The density change of one wave}

Let $U(\mathbf r)=2u\cos(\mathbf q\cdot\mathbf r)=u(e^{i\mathbf q\cdot\mathbf r}+e^{-i\mathbf q\cdot\mathbf r})$ with small real $u$. The unperturbed waves are $L^{-1}e^{i\mathbf k\cdot\mathbf r}$ with energies $E_{\mathbf k}=\hbar^2k^2/2m$. The potential connects $\mathbf k$ to $\mathbf k\pm\mathbf q$ with matrix element $u$. First-order perturbation theory gives
\begin{equation}
\psi_{\mathbf k}=\frac{1}{L}\left[e^{i\mathbf k\cdot\mathbf r}+\sum_{\pm}\frac{u}{E_{\mathbf k}-E_{\mathbf k\pm\mathbf q}}\,e^{i(\mathbf k\pm\mathbf q)\cdot\mathbf r}\right].
\end{equation}
In $|\psi_{\mathbf k}|^2$ the terms of first order are each admixture times the conjugate of the main wave, plus the complex conjugate. Each pair gives $2\cos(\mathbf q\cdot\mathbf r)$:
\begin{equation}
|\psi_{\mathbf k}|^2=\frac{1}{L^2}\left[1-2u\cos(\mathbf q\cdot\mathbf r)\sum_\pm\frac{1}{E_{\mathbf k\pm\mathbf q}-E_{\mathbf k}}\right].
\end{equation}
The factor $2u\cos(\mathbf q\cdot\mathbf r)$ is $U(\mathbf r)$ itself. Sum over the occupied disk, using $\sum_{\mathbf k}\to L^2\int d^2k/4\pi^2$ and the factor $g$. The two signs contribute equally, because $\mathbf k\to-\mathbf k$ maps the disk onto itself and exchanges them. Hence
\begin{equation}
\delta n=-\Pi(q)\,U,\qquad
\Pi(q)=2g\;\mathrm P\!\!\int_{k<k_F}\frac{d^2k}{4\pi^2}\,\frac{1}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}}.
\label{eq:Pi}
\end{equation}

The symbol P, for principal value, deals with vanishing denominators. With the $x$ axis along $\mathbf q$,
\begin{equation}
E_{\mathbf k+\mathbf q}-E_{\mathbf k}=\frac{\hbar^2}{2m}(q^2+2qk_x)=\frac{\hbar^2q}{m}\left(k_x+\frac q2\right),
\label{eq:den}
\end{equation}
which is zero on the line $k_x=-q/2$. A wave near this line is mixed with its partner at $\mathbf k+\mathbf q$, near $k_x=+q/2$. If both are occupied, their first-order density changes are opposite and cancel. One may therefore omit a strip $|k_x+q/2|<\eta$ and let $\eta$ go to zero, which is the principal value.

Pairs in the strip with one member occupied lie at the edge of the disk. At distance $s$ from the line they span a range of $k_y$ that shrinks in proportion to $s$, or to $\sqrt s$ when $q=2k_F$. Against the $1/s$ of the denominator, their contribution vanishes with $\eta$.

The first derivation has given a $q_{\rm TF}$ without $n$ for slow disturbances of the ideal layer at zero temperature, and the second has reduced the response to a weak potential of any wavelength to the integral $\Pi(q)$ in Eq.~(\ref{eq:Pi}). It remains to evaluate this integral, to find the range of $q$ in which the same $q_{\rm TF}$ holds, and to examine what finite thickness and exchange change.
